Why A·v and A² Do Not Suffice with Nonlocal Projectors

Before second- or third-harmonic generation is computed in the velocity gauge with a nonlocal pseudopotential, one must decide which operators to code. The velocity matrix elements are usually at hand from linear optics. Second, third and fourth derivatives of the projectors are extra work, and the question is whether they can be left out.

**The belief and its appeal**

The belief is that the coupling to a uniform vector potential A(t) is A·v + A²/2, provided that v is the full velocity, including the commutator with the nonlocal potential. I use Hartree atomic units, electron charge −1, one field axis x, and E = −dA/dt.

The belief has a sound origin. For a local potential, p becomes p + A, and (p + A)²/2 = p²/2 + Ap + A²/2 has no further terms. With a nonlocal potential V, the velocity is v = i[H,x] = p + i[V,x], and putting v in place of p repairs the linear dipole response. In the example below, the linear coefficient at 0.05 hartree is 0.791 a.u. in the length gauge and 0.791 with v, but 0.447 with p alone. The repair seems complete, yet it holds for one order and one way of reading the response.

**What the gauge transformation produces**

Take independent electrons with H = p²/2 + V_loc + V. In the length gauge,

i ∂ψ_L/∂t = (H + Ex)ψ_L.

Set ψ_L = exp(iAx)ψ. The time derivative also acts on A, so

i ∂ψ_L/∂t = exp(iAx)[i ∂ψ/∂t − (dA/dt)xψ].

Multiply both equations from the left by exp(−iAx) and equate them:

i ∂ψ/∂t = [exp(−iAx) H exp(iAx) + Ex + (dA/dt)x]ψ.

The last two terms cancel because dA/dt = −E. What remains is H_A = exp(−iAx) H exp(iAx).

To expand it, differentiate O_A = exp(−iAx) O exp(iAx) for any operator O. Since x commutes with the exponentials, dO_A/dA = −i[x,O_A]. Each further derivative adds one commutator, so the coefficient of Aⁿ is

O_n = ((−i)ⁿ/n!) [x,[x,…[x,O]…]], with n commutators.

For O = p²/2, [x,p] = i gives O_1 = −i(ip) = p, then O_2 = −i[x,p]/2 = 1/2, and then zero. For V_loc every commutator vanishes. For a kernel V(x,x′), each commutator multiplies by x − x′:

V_n(x,x′) = ((−i)ⁿ/n!) (x − x′)ⁿ V(x,x′).

This vanishes only if V has no weight away from x = x′. Therefore

H_A = H + A(p + V_1) + A²(1/2 + V_2) + A³V_3 + A⁴V_4 + …

and A·v + A²/2 has dropped V_2 and everything after it. For a separable potential Σ h|β⟩⟨β|, the whole series amounts to replacing |β⟩ by exp(−iAx)|β⟩.

A weak field does not excuse the omission. A susceptibility is a coefficient at a fixed power of E, and V_2 contributes at the same power as the retained 1/2.

**Two ways to read the response**

Let χ_n be the coefficient of (E exp(−iωt))ⁿ in the dipole −⟨x⟩, without factorials. From E = −dA/dt = iωA, A = E/(iω).

One can evaluate −⟨x⟩ directly. Since x contains no A, order n then needs V_1 to V_n. Or one can evaluate the velocity ∂H_A/∂A and integrate in time. The dipole obeys d(dipole)/dt = −⟨∂H_A/∂A⟩, and the component at nω has time derivative −inω times itself, so

dipole_n = ⟨∂H_A/∂A⟩_n/(inω).

I call this the current readout. The derivative of Aⁿ⁺¹V_{n+1} is (n+1)AⁿV_{n+1}, so one more commutator enters.

For the full H_A the readouts agree, because ∂H_A/∂A = −i[x,H_A] = i[H_A,x]. For H + Av + A²/2 they do not. The derivative gives v + A, whereas the commutator gives

i[H + Av + A²/2, x] = v + iA[v,x] = v + A(1 + 2V_2),

since i[p,x] = 1 and V_2 = −i[x,V_1]/2 = i[V_1,x]/2.

**Why the error grows at low frequency**

A constant A carries no electric field. H_A is then unitarily equivalent to H, and its ground-state energy cannot depend on A. A truncated Hamiltonian has lost that equivalence, and its energy is

E(A) = E_0 + E_2A² + E_4A⁴ + …

Odd powers are absent because H is real: complex conjugation turns the truncated Hamiltonian at A into the one at −A. I assume a nondegenerate ground state with a gap well above the driving frequencies. Under slow driving the state follows the instantaneous ground state, and the Hellmann–Feynman theorem gives

⟨∂H/∂A⟩ → dE/dA = 2E_2A + 4E_4A³ + …

Inserting A = E/(iω) in the current readout gives

χ_1 → 2E_2/(iω)² = −2E_2/ω²,

χ_3 → 4E_4/(3iω(iω)³) = 4E_4/(3ω⁴).

With the full series E_2 and E_4 vanish, and so do these divergences.

For A·v + A²/2, E_2 follows at once. The exact second-order energy is zero: ⟨1/2 + V_2⟩ cancels the second-order energy from v. Removing V_2 leaves E_2 = −⟨V_2⟩, and hence a spurious 2⟨V_2⟩/ω² in χ_1.

**The size of the error**

Take one electron in the well 0.25x²/2 + 0.3 exp(−(x − 1)²). The two normalized projectors are proportional to exp(−x²/(2·0.7²)) and to x times that Gaussian, with strengths −0.8 and 0.5 hartree. These are round model parameters that make the effect large: the gap is about 37 eV and ⟨V_2⟩ is nearly as large as the retained 1/2. The powers of ω derived here carry over to real pseudopotentials, but the magnitudes and signs do not; a rough LDA estimate for SiH₄ with a GTH pseudopotential gives ⟨V_2⟩ of order −0.01 to −0.02 per valence electron. The gap is 1.344 hartree and ⟨V_2⟩ = 0.46247. At ω = 0.05,

2⟨V_2⟩/ω² = 0.92494/0.0025 = 370.0.

Adding the correct 0.8 gives 370.8, which is the computed current readout. "Keep N" below means that V_1 to V_N are retained, along with Ap + A²/2. Values are in atomic units at ω = 0.05 hartree (1.36 eV).

Method: χ_1, χ_2, χ_3
Length gauge: 0.791, 0.0808, 1.151
Dipole, keep 1: 0.791, 14.33, 605
Dipole, keep 2: 0.791, 0.0808, −238
Dipole, keep 3: 0.791, 0.0808, 1.151
Current, keep 1: 370.8, 0.1245, 71123
Current, keep 2: 0.791, 0.0808, −75188
Current, keep 3: 0.791, 0.0808, 24958
Current, keep 4: 0.791, 0.0808, 1.151

The length-gauge values have an independent anchor: their zero-frequency limits were tested against diagonalization in a static electric field.

With keep 2, diagonalization at constant A gives E_4 = −0.350955. The predicted third-order term is

4(−0.350955)/(3 × 0.05⁴) = −0.46794/(6.25 × 10⁻⁶) = −7.487 × 10⁴,

within half a percent of the table entry; less singular terms supply the rest. Halving ω from 0.04 to 0.02 multiplies the computed value by 15.97, close to 2⁴.

Keep 3 shows that even a correct third-order state is not enough for the current. Only the operator 4A³V_4 is missing, so the error in χ_3 is −4⟨V_4⟩/(3ω⁴). The change of sign from keep 2 is general. Since v_0m = −iω_m x_0m, the cross term of v and V_3 in the fourth-order energy is i⟨[x,V_3]⟩ = −4⟨V_4⟩. Dropping both V_3 and V_4 leaves E_4 = 4⟨V_4⟩ − ⟨V_4⟩ = 3⟨V_4⟩, and dropping V_4 alone leaves E_4 = −⟨V_4⟩. Here ⟨V_4⟩ = −0.11699. Adding V_3 multiplies the leading error by −1/3, but the ω⁻⁴ divergence remains.

The commutator series itself looks harmless. At A = 0.3 a.u. its error, relative to the norm of the phased V, is 8.0% after first order and 1.6% after second. The trouble is that χ_3 is a small remainder of terms that scale as ω⁻⁴. At ω = 0.02 the spurious term is about 2.9 × 10⁶, whereas the correct χ_3 is 1.13. A one percent result requires cancellation to about four parts in 10⁹.

**Second order: wrong without always diverging**

Current keep 1 gives χ_2 = 0.1245 instead of 0.0808, too large by 54%, but not divergent. To see why, we need the linear response of an operator B to a perturbation W exp(−iΩt). Write ω_m for the excitation energy of state m. First-order perturbation theory gives

C_BW(Ω) = Σ_m [B_0m W_m0/(Ω − ω_m) − W_0m B_m0/(Ω + ω_m)].

The first term comes from the perturbed ket and the second from the perturbed bra. The ground-state term m = 0 cancels between them.

With real eigenfunctions V_2 is real and symmetric, while v is imaginary and antisymmetric, so v_0m = −v_m0. Taking B = V_2 and W = v,

C(Ω) = Σ_m (V_2)_0m v_m0 · 2Ω/(Ω² − ω_m²).

Exchanging the two operators gives −C(Ω). Dropping V_2 removes two things from the second-order velocity: 2AV_2 measured in the first-order state, and the driving A²V_2 measured through v. The error is therefore

−A²[2C(ω) − C(2ω)].

At low frequency C(Ω) = −2 Σ_m (V_2)_0m v_m0 (Ω/ω_m² + Ω³/ω_m⁴ + …). The linear terms cancel, since 2ω − 2ω = 0. The cubic terms leave 2ω³ − 8ω³ = −6ω³. With K = Σ_m (V_2)_0m v_m0/ω_m⁴, the velocity error is −12ω³KA². Dividing by 2iω and using A² = −E²/ω² gives an error in χ_2 of

6K/i = −6iK.

This is real, because K is imaginary, and independent of ω at leading order. In the model −6iK = 0.0435, and the computed errors at ω = 0.02 and 0.04 are 0.0435 and 0.0437. Such an error is harder to notice than a divergence, because the spectrum looks smooth.

The omitted 3A²V_3 does no harm at this order: V_3 is imaginary and antisymmetric, so its expectation value in a real ground state is zero. This is why keep 2 suffices for the second-order current here. The argument uses time-reversal symmetry and a single field axis; with several axes the cancellation would have to be examined anew.

The dipole readout behaves differently. For constant A, the exact ground state is exp(−iAx) times the original one, and ⟨x⟩ does not change. With keep 1 it does: ⟨x⟩ = X_0 + X_2A² + …, so χ_2 → −X_2/(iω)² = X_2/ω². The computed X_2 = 0.03548 gives 14.2 at ω = 0.05, against 14.33 in the table.

The third-order dipole with keep 2 lacks only the driving A³V_3 at frequency 3ω. Since x is real and V_3 antisymmetric, the same formula gives

C_xV3(3ω) → −6ω Σ_m x_0m (V_3)_m0/ω_m².

The omission changes ⟨x⟩ by −C_xV3 A³, and the dipole by +C_xV3 A³. Because 1/(iω)³ = i/ω³, the spurious part of χ_3 is

−(6i/ω²) Σ_m x_0m (V_3)_m0/ω_m² = −0.5917/ω².

This is −237 at ω = 0.05, against the computed −238. The power is ω⁻² here, not the ω⁻⁴ of the current.

**The same failure in a crystal**

For Bloch states, H_k = exp(−ikx) H exp(ikx), so a constant A replaces H_k by H_{k+A}. The energy of a filled band, averaged over the Brillouin zone, is the average of a periodic function over a full period and does not depend on A. Truncation to H_k + A ∂H_k/∂k + A²/2 drops half the second derivative of V_k, the nonlocal part of H_k, and leaves

E_2 = −½⟨∂²V_k/∂k²⟩, averaged over the zone.

A one-dimensional crystal with one spinless electron per cell, which fills the lowest band, period 4 bohr and a gap of 1.17 hartree gives −0.2429 a.u. both from this expression and from the curvature of the truncated band energy. By the formula for χ_1, this implies a spurious 0.4859/0.0025 = 194 a.u. per cell at ω = 0.05.

A partly filled band is different. The occupied k values do not cover a full period, the average energy can change with A, and a ω⁻² term can be genuine. An incomplete set of states can also cause a divergence, even in an insulator with every V_n present: the second-order energy from v is then incomplete and no longer cancels ⟨1/2 + V_2⟩. A finite k mesh does the same: the average of the band energy over a few points k + A is not the zone average and moves with A, even for a local potential. In the crystal above, with the full H_{k+A} and evenly spaced points shifted by half a step, two k points leave E_2 = 0.045 a.u., four leave 7 × 10⁻⁴ and eight about 10⁻⁷; smaller gaps need much denser meshes. A low-frequency divergence therefore points to a missing operator only after the metallic response, a truncated sum over states and a coarse k mesh have been excluded.

**Ultrasoft and PAW operators**

Let the all-electron state be Tψ̃, with T invertible, overlap S = T†T and position operator r̃ = T†xT. In the length gauge,

iS ∂ψ̃/∂t = (H̃ + E r̃)ψ̃.

Put ψ̃ = exp(iAx)φ, multiply by exp(−iAx), and let the subscript A denote the phase transformation:

S_A[i ∂φ/∂t − (dA/dt)xφ] = (H̃_A + E r̃_A)φ.

Moving the second term to the right and using dA/dt = −E,

iS_A ∂φ/∂t = [H̃_A + E(r̃_A − S_A x)]φ.

Now the overlap has a commutator series too, and the dipole operator is −r̃_A. The field term is not Hermitian, and it must not be. With M = r̃_A − S_A x, M − M† = [x,S_A], which contributes −iE⟨[x,S_A]⟩ to the rate of change of the norm ⟨φ|S_A|φ⟩. The overlap contributes (dA/dt)(−i)⟨[x,S_A]⟩ = +iE⟨[x,S_A]⟩, and the sum is zero.

Freezing S while transforming H̃ breaks the equivalence even for constant A. In a PAW-like model with an explicit T, the energy then shifts by 1.9 × 10⁻⁴ hartree at A = 0.1 a.u.; with both transformed, the shift is at rounding level.

There is a setting in which a short series is right. If the all-electron Hamiltonian is local and T is held fixed, then

T†[(p + A)²/2 + V_loc]T = H̃ + A T†pT + A²S/2,

with constant S and dipole operator −r̃. Nothing has been truncated, provided that T†…T is evaluated in full. In the model, this form and the phased form both reproduce the all-electron χ_3 = 11.12 a.u. at ω = 0.05. If T†…T is approximated with an incomplete set of partial waves, the identity is no longer guaranteed.

**What to code**

For a nonlocal pseudo-Hamiltonian, the n-th order dipole calls for V_1 to V_n, and the current in general for V_{n+1} as well. Differentiating the phased projectors supplies these operators consistently. A useful check precedes any frequency scan: apply a constant A and see whether the energy of the insulating state moves, through the power Aⁿ⁺¹ for a response of order n. Stopping at Aⁿ is not enough for the third-order dipole: with time-reversal symmetry the odd powers of the energy vanish in any case, so a missing V_3 can show only from A⁴ on. For the dipole the check is stricter than necessary, because a missing V_4 also moves the energy at A⁴. Passing it is no proof either: at the lowest affected power it sees only ⟨V_2⟩ for keep 1 and ⟨V_4⟩ for keep 2, and projector channels can cancel in these averages. With the strength of the second projector changed to −0.5826 hartree, ⟨V_2⟩ vanishes and keep 1 leaves the energy unmoved through A³, yet its dipole χ_2 at ω = 0.05 is −15.3 instead of −0.212. In a crystal the k mesh must be converged first, since a coarse mesh moves the energy by itself. The results here are for independent electrons; the response of a self-consistent potential must be added separately. The numerical output below gives the remaining truncations and the frequency scan.

Values computed for the example and the checks

```
spring 0.25, bump 0.3 hartree, projector width 0.7 bohr
projector strengths -0.8, 0.5 hartree
grid: 97 points, spacing 0.25 bohr
ground energy -0.322070, gap 1.344449 hartree
relative error of commutator series at A = 0.3 a.u.:
  through order  1: 8.01e-02
  through order  2: 1.58e-02
  through order  4: 3.88e-04
  through order 16: 2.70e-16
static chi_1, chi_2, chi_3 (a.u.): 0.79014, 0.07982, 1.12445
omega = 0.05 hartree = 1.3606 eV; chi_n in a.u.
                        chi_1        chi_2        chi_3
length gauge           0.79113      0.08075      1.15124
dipole, keep 0         0.44698     -8.09168    -87.37155
dipole, keep 1         0.79113     14.33218    605.10317
dipole, keep 2         0.79113      0.08075   -238.22590
dipole, keep 3         0.79113      0.08075      1.15124
current, keep 0     -184.36613      0.03307  -2175.73709
current, keep 1      370.76685      0.12450  71123.19002
current, keep 2        0.79113      0.08075 -75187.58757
current, keep 3        0.79113      0.08075  24957.94100
current, keep 4        0.79113      0.08075      1.15124
<V_2> = 0.462470, E_2 (keep 1) = -0.462470 a.u.
E_4 (keep 2) = -0.350955, X_2 (keep 1) = 0.035483 a.u.
low-frequency limits (a.u.): response, static prediction
  omega^2 chi_1, current keep 1: 0.924939, 0.924939
  omega^4 chi_3, current keep 2: -0.467939, -0.467940
  omega^2 chi_2, dipole keep 1: 0.035483, 0.035483
  omega^2 chi_3, dipole keep 2: -0.591701, -0.591702
omega (hartree); chi_3: length, current keep 2, dipole keep 2 (a.u.)
  0.02      1.12868   -2926597.7792    -1480.7953
  0.04      1.14150    -183283.7143     -371.3568
  0.08      1.19474     -11549.2357      -94.0072
chi_2 error, current keep 1, omega 0.02 and 0.04: 0.04354, 0.04366 a.u.
crystal: period 4.0 bohr, Fourier term -0.2 hartree, 40 k points
  band gap 1.16887; full energy shift at A=0.1: 7.7e-15 hartree
  spurious E_2: -0.242933, from d2V/dk2: -0.242933 a.u.
PAW-like case, omega 0.05 hartree: all-electron, phased, fixed T (a.u.)
  chi_1: 4.00198, 4.00198, 4.00198
  chi_2: -4.05905, -4.05905, -4.05905
  chi_3: 11.12268, 11.12268, 11.12268
static A=0.1 a.u. energy shift (hartree): H and S phased 1.5e-14, S frozen 0.000189
```
